# Charge-transfer states in CIS: distance dependence and missing orbital relaxation

## Problem

A donor D and an acceptor A are closed-shell neutral fragments of fixed geometry, a large distance \(R\) apart. The restricted Hartree–Fock (RHF) ground state of the pair consists of the two neutral fragments. The lowest state in which one electron has moved from D to A is computed by configuration interaction with single excitations (CIS). Orbitals are real and canonical, the basis is finite, and Hartree atomic units are used. The highest occupied orbital of D is \(i\), the lowest virtual orbital of A is \(a\); both are nondegenerate, with energies \(\varepsilon_i\) and \(\varepsilon_a\) in the isolated fragments. No orbital of D is accidentally degenerate with one of A.

(a) Derive the CIS matrix for singlet states.

(b) Show that the excitation energy of the charge-transfer state varies as \(-1/R\) at large \(R\), find its asymptote, and show that the coefficient of \(1/R\) is correct.

(c) In the ΔSCF method the charge-transfer state is a determinant with its own optimized orbitals, and the RHF ground-state energy is subtracted. Show that the CIS asymptote is higher than the ΔSCF asymptote by the orbital relaxation energies of the two ions.

(d) Why do the single excitations of CIS not supply this relaxation? What is the error of the CIS asymptote relative to the exact one?

(e) Let D be a Be atom and A an F\(_2\) molecule with bond length 2.67 bohr, perpendicular to the line of length \(R\) from Be to its midpoint. Hartree–Fock calculations on the separate fragments in the 6-31G(d) basis, with five spherical d functions per atom, give \(\varepsilon_i=-0.30130\) and \(\varepsilon_a=0.10744\) hartree, and these total energies in hartree:

| | neutral | ion, neutral's orbitals | ion, own orbitals |
|---|---|---|---|
| Be, Be\(^+\) | −14.56676 | −14.26547 | −14.27541 |
| F\(_2\), F\(_2^-\) | −198.66975 | −198.56231 | −198.64003 |

The ions are treated by unrestricted Hartree–Fock (UHF). Evaluate both asymptotes and compare them with calculations on the pair.

## Solution

### (a) The CIS matrix

Capital letters denote spin orbitals: \(I,J\) are occupied in the ground determinant \(\Phi_0\), \(A,B\) are empty, and \(K\) runs over the occupied ones. The integrals are
\[
(pq|rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d1\,d2,\qquad
\langle PQ||RS\rangle=(PR|QS)-(PS|QR),
\]
and the Fock matrix is \(F_{PQ}=h_{PQ}+\sum_K\langle PK||QK\rangle\), which is diagonal for canonical orbitals.

The determinant \(\Phi_I^A\) has \(A\) in the place of \(I\). The Slater–Condon rules give four cases.

*Both indices different.* In the places of \(I\) and \(J\), \(\Phi_I^A\) has \(A,J\) and \(\Phi_J^B\) has \(I,B\). The element is
\[
\langle AJ||IB\rangle=(AI|JB)-(AB|JI).
\]

*Same \(I\), different \(A,B\).* One spin orbital differs, and \(I\) is absent from both determinants:
\[
h_{AB}+\sum_{K\ne I}\langle AK||BK\rangle=F_{AB}-\langle AI||BI\rangle=(AI|IB)-(AB|II),
\]
since \(F_{AB}=0\).

*Same \(A\), different \(I,J\).* Aligning the two determinants takes one interchange, hence a minus sign. They then differ by \(J\) against \(I\), with \(A\) present in both:
\[
-\Big[h_{JI}+\sum_{K\ne I,J}\langle JK||IK\rangle+\langle JA||IA\rangle\Big]
=-F_{JI}-\langle JA||IA\rangle=(AI|JA)-(AA|JI).
\]
The terms \(K=I\) and \(K=J\) could be restored because \(\langle JI||II\rangle=\langle JJ||IJ\rangle=0\).

*Same determinant.* Removing \(I\) changes the energy by \(-F_{II}\). Adding \(A\) in the absence of \(I\) then changes it by \(F_{AA}-\langle AI||AI\rangle\).

All four cases are contained in
\[
\langle\Phi_I^A|H-E_0|\Phi_J^B\rangle=\delta_{IJ}\delta_{AB}(\varepsilon_A-\varepsilon_I)+(AI|JB)-(AB|JI).
\]

The singlet combination for spatial orbitals \(i,a\) is \((\Phi_{i\alpha}^{a\alpha}+\Phi_{i\beta}^{a\beta})/\sqrt2\). A matrix element between two such functions is one half of a sum over four spin pairs. The integral \((AI|JB)\) survives in all four and gets the factor \(4/2=2\). The other terms require equal spins, survive in two, and get the factor \(2/2=1\). Therefore
\[
M_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)-(ij|ab). \tag{1}
\]
The coupling to the ground state is \(\langle\Phi_0|H|\Phi_I^A\rangle=F_{IA}=0\) (Brillouin's theorem). The eigenvalues of \(M\) are thus the CIS excitation energies \(\omega\).

### (b) Large distance

At large \(R\) each orbital of the pair sits on one fragment, apart from exponentially small tails. A product of an orbital on D with one on A is then exponentially small everywhere.

Let \(i\) be on D and \(a\) on A, and consider the coupling of \(i\to a\) to any other excitation \(j\to b\). The integral \((ia|jb)\) is negligible because it contains the product \(ia\). The integral \((ij|ab)\) is non-negligible only if \(j\) is on D and \(b\) is on A. The D→A excitations therefore decouple from local excitations and from A→D excitations, and within their block
\[
M_{ia,jb}\simeq\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)-(ij|ab). \tag{2}
\]

Let \(\mathbf n\) be the unit vector from D to A, and measure \(\mathbf r_1\) from the centre of D and \(\mathbf r_2\) from that of A. With \(\mathbf s=\mathbf r_2-\mathbf r_1\),
\[
\frac1{|R\mathbf n+\mathbf s|}=\big(R^2+2R\,\mathbf n\!\cdot\!\mathbf s+s^2\big)^{-1/2}
=\frac1R-\frac{\mathbf n\!\cdot\!\mathbf s}{R^2}+O(R^{-3}).
\]
Orthonormality of the orbitals then gives
\[
(ij|ab)=\frac{\delta_{ij}\delta_{ab}}R+\frac{\langle i|\mathbf n\!\cdot\!\mathbf r_1|j\rangle\delta_{ab}-\delta_{ij}\langle a|\mathbf n\!\cdot\!\mathbf r_2|b\rangle}{R^2}+O(R^{-3}).
\]

The \(1/R\) term is a multiple of the unit matrix, so it lowers every D→A state equally and mixes none of them. The orbital energies of the pair differ from those of the isolated fragments by \(O(R^{-2})\) at most, because a neutral fragment has no monopole potential. Off-diagonal elements of order \(R^{-2}\) affect a nondegenerate eigenvalue in second order, at \(R^{-4}\). The lowest state of the block is thus
\[
\omega_{\rm CIS}(R)=\varepsilon_a-\varepsilon_i-\frac1R+O(R^{-2}). \tag{3}
\]

The energy \(\varepsilon_a\) belongs to an electron added to the neutral pair, so it includes repulsion by both electrons in \(i\). One of these is the very electron that has moved. The term \(-(ii|aa)\) removes that repulsion, and what remains is the attraction between the electron on A and the hole on D.

The coefficient is correct for the following reason. Take any wave functions for D\(^+\) and A\(^-\). Antisymmetrization between the fragments matters only to exponentially small order, and the expectation value of the interaction begins with the product of the net charges, \((+1)(-1)/R\). Charge–dipole terms begin at \(R^{-2}\), mutual polarization of the ions at \(R^{-4}\), and the interaction of the neutral fragments at \(R^{-3}\) or higher. The exact, ΔSCF and CIS energies therefore share the term \(-1/R\). The internal structure of the ions enters the asymptote and the higher multipole terms.

In part (e) the first correction can be given explicitly. Frozen Be\(^+\) is spherical and acts on distant charges as a point charge \(+1\). Frozen F\(_2^-\) has no dipole moment about its midpoint, so its potential at the Be atom is \(-1/R+Q/R^3\) plus higher terms, with
\[
Q=\tfrac12\int\rho(\mathbf r)\,(3z^2-r^2)\,d^3r .
\]
Here \(z\) lies along \(\mathbf n\), and \(\rho\) is the charge density of the anion, nuclei included. Neutral spherical Be has no external potential, so there is nothing to subtract at this order, and
\[
\omega_{\rm CIS}(R)=\varepsilon_a-\varepsilon_i-\frac1R+\frac Q{R^3}+O(R^{-4}). \tag{4}
\]

### (c) What the asymptote contains

The Hartree–Fock energy is \(\sum_K h_{KK}+\frac12\sum_{KL}\langle KL||KL\rangle\). The terms that contain one given occupied \(I\) add up to \(h_{II}+\sum_K\langle IK||IK\rangle=F_{II}\). Removing an electron from \(i\), or adding one to \(a\), without changing any orbital therefore gives
\[
E_{\rm fr}({\rm D}^+)=E({\rm D})-\varepsilon_i,\qquad
E_{\rm fr}({\rm A}^-)=E({\rm A})+\varepsilon_a .
\]
This is Koopmans' theorem. Adding the two equations,
\[
\omega_{\rm CIS}(\infty)=\varepsilon_a-\varepsilon_i=E_{\rm fr}({\rm D}^+)+E_{\rm fr}({\rm A}^-)-E({\rm D})-E({\rm A}).
\]
At infinite distance CIS describes two ions built from the orbitals of the neutral fragments. The singlet coupling of the two unpaired electrons costs no energy there, because \((ia|ia)\to0\).

In ΔSCF each ion has the determinant of lowest energy, \(E_{\rm SCF}\), for its number of electrons and its spin projection. The frozen determinant is one of the trial functions in that minimization. Hence
\[
\Lambda_{\rm D}=E_{\rm fr}({\rm D}^+)-E_{\rm SCF}({\rm D}^+)\ge0,\qquad
\Lambda_{\rm A}=E_{\rm fr}({\rm A}^-)-E_{\rm SCF}({\rm A}^-)\ge0 ,
\]
and subtraction of the two asymptotes gives
\[
\omega_{\rm CIS}(\infty)-\omega_{\Delta{\rm SCF}}(\infty)=\Lambda_{\rm D}+\Lambda_{\rm A}. \tag{5}
\]
With UHF ions, \(\Lambda\) also contains the energy gained when orbitals of opposite spin become different.

### (d) Why CIS lacks relaxation, and the error relative to the exact asymptote

Consider D\(^+\) with \(I\) removed. Its Fock matrix lacks the terms due to \(I\), so between another occupied \(K\) and an empty \(B\) of the neutral fragment it is
\[
F^{+}_{KB}=F_{KB}-\langle KI||BI\rangle=-\langle KI||BI\rangle ,
\]
which is in general not zero. The frozen determinant does not satisfy Brillouin's theorem for the ion, and mixing in the replacements \(K\to B\) lowers its energy. On A\(^-\) the corresponding element is \(+\langle KA||BA\rangle\).

Relative to the neutral ground state, such a configuration has two electrons moved: \(i\to a\) and \(K\to B\). It is a double excitation and lies outside CIS. What CIS does contain is a hole moved from \(i\) to another orbital of D, or an electron moved from \(a\) to another virtual orbital of A. In the isolated ions these changes couple to the frozen determinant through \(F_{IJ}\) and \(F_{AB}\), which vanish. The full set of single excitations therefore leaves the asymptote at \(\varepsilon_a-\varepsilon_i\).

For Be\(^+\) the effect of the missing configurations can be computed directly. Diagonalizing the Hamiltonian in the space of the frozen determinant and all its single replacements lowers the energy by 0.00994 hartree. This agrees with \(\Lambda_{\rm D}\) in part (e) to the digits given. Such close agreement is not general: for F\(_2^-\) the same construction gives 0.0912 hartree, against \(\Lambda_{\rm A}=0.0777\). A determinant with rotated orbitals also contains products of two single replacements, and their coupling to the frozen determinant enters the energy in the same second order. In Be\(^+\), with three electrons, every such product must replace a 1s spin orbital, and its effect turns out to be negligible here.

Equation (5) refers to ΔSCF, which has no correlation energy. Let \(E_c\) be the exact energy minus the Hartree–Fock energy in the same basis (RHF for neutrals, UHF for ions), and define
\[
\Delta_{\rm D}=E_c({\rm D}^+)-E_c({\rm D}),\qquad \Delta_{\rm A}=E_c({\rm A}^-)-E_c({\rm A}).
\]
The exact asymptote is \(\omega_{\Delta{\rm SCF}}(\infty)+\Delta_{\rm D}+\Delta_{\rm A}\), and with equation (5)
\[
\omega_{\rm CIS}(\infty)-\omega_{\rm exact}(\infty)=\Lambda_{\rm D}+\Lambda_{\rm A}-\Delta_{\rm D}-\Delta_{\rm A}. \tag{6}
\]
The statement that CIS is too high by the relaxation energies is thus an identity at the mean-field level. Relative to the exact energy, the changes in correlation energy also count, and nothing in the derivation fixes their sign.

### (e) Be and F\(_2\)

Sums and differences below are formed before rounding. The CIS asymptote is
\[
\omega_{\rm CIS}(\infty)=0.10744+0.30130=0.40874\ \text{hartree}=11.12\ \text{eV}.
\]
The relaxation energies are
\[
\Lambda_{\rm D}=-14.26547+14.27541=0.00994\ \text{hartree},
\]
\[
\Lambda_{\rm A}=-198.56231+198.64003=0.0777\ \text{hartree}.
\]
Their sum is 0.08767 hartree, or 2.39 eV, most of it from the anion. The ΔSCF asymptote follows from the total energies:
\[
(-14.27541+14.56676)+(-198.64003+198.66975)=0.29135+0.02972=0.32107\ \text{hartree},
\]
which is 8.74 eV. The difference \(0.40874-0.32107=0.08767\) hartree is the sum of the relaxation energies, as equation (5) requires.

For the pair, the full singlet CIS matrix was diagonalized, and the charge-transfer state was taken as the lowest one with its hole on Be and its electron on F\(_2\). The ΔSCF determinant was optimized with both unpaired spins parallel. In each iteration the occupied orbitals were those with the greatest overlap with the occupied orbitals of the separate ions, which keeps the electron on F\(_2\). At these distances the spin coupling is immaterial: \((ia|ia)\) is below \(10^{-20}\) hartree. Energies are in hartree.

| \(R\) (bohr) | \(\omega_{\rm CIS}\) | \(\omega_{\Delta{\rm SCF}}\) | difference |
|---|---|---|---|
| 20 | 0.35886 | 0.27113 | 0.08774 |
| 40 | 0.38376 | 0.29608 | 0.08767 |
| 80 | 0.39624 | 0.30857 | 0.08767 |

The two curves are parallel to within \(10^{-4}\) hartree. The product \(R\,[\omega(\infty)-\omega(R)]\) tends to 1 if the law is \(-1/R\). For \(R=20\), 40 and 80 bohr it is 0.9975, 0.9994 and 0.9998 in CIS, and 0.9989, 0.9995 and 0.9999 in ΔSCF.

The small deviation in CIS is the quadrupole term. The density of the frozen anion gives \(Q=1.008\) atomic units, and equation (4) predicts the product \(1-Q/R^2\). At 20 bohr this is \(1-1.008/400=0.9975\), as found.

The two parts of \(Q\) are visible at the same distance. The orbital energy gap of the pair is 0.40870 hartree, which is 0.00004 below its asymptote; this is the quadrupole of neutral F\(_2\) acting on \(\varepsilon_i\). The integral \((ii|aa)\) is 0.04983 hartree, which is 0.00017 below \(1/R=0.05\); this is the quadrupole of the added electron. Together they raise \(\omega\) by 0.00013 hartree, equal to \(Q/R^3=1.008/8000\).

For equation (6), the correlation energies of Be and Be\(^+\) were computed by full configuration interaction and those of F\(_2\) and F\(_2^-\) by CCSD(T), in the same basis. The results are \(\Delta_{\rm D}=0.0463\) and \(\Delta_{\rm A}=0.0302\) hartree. Both are positive, so each ion has less correlation energy than its neutral parent. For Be\(^+\) this fits the loss of the 2s pair. For F\(_2^-\), which has one electron more than F\(_2\), counting electron pairs does not give the sign; it is a computed result.

The correlated asymptote is
\[
0.32107+0.0463+0.0302=0.3976\ \text{hartree}=10.82\ \text{eV}.
\]
Relative to this value CIS is too high by 0.30 eV, far less than the 2.39 eV of missing relaxation, while ΔSCF is too low by 2.08 eV. The small CIS error is a cancellation between missing relaxation and missing correlation in this pair and this basis. In aug-cc-pVDZ, \(\Lambda_{\rm A}\) is 0.0736 hartree while \(\Delta_{\rm A}\) (CCSD(T), 1s cores frozen) falls to 0.0036, so the acceptor's share \(\Lambda_{\rm A}-\Delta_{\rm A}\) of the error rises from 0.048 to 0.070 hartree. Equation (6) gives no reason to expect it elsewhere.

These numbers belong to a small basis without diffuse functions, and CCSD(T) is itself approximate. The basis also has a more basic role here. In this basis \(\varepsilon_a>0\), so the frozen anion lies above F\(_2\), and F\(_2^-\) lies 0.0297 hartree above F\(_2\) even after relaxation. Diffuse functions change the second fact but not the first. In the aug-cc-pVDZ basis \(\varepsilon_a\) is still positive, 0.059 hartree, while the relaxed UHF anion lies 0.0145 hartree below RHF F\(_2\). Relative to the RHF ground state used here, relaxation thus binds the electron in that basis. In the frozen anion, which is what CIS describes, only the compactness of the basis holds it on the molecule as long as \(\varepsilon_a>0\). As the basis is completed, a virtual orbital of positive energy dissolves into the continuum, and the lowest D→A root of CIS no longer describes an electron localized on A. The trend is already clear when s and p functions with exponents 0.03, 0.01 and 0.003 are added to aug-cc-pVDZ on each F atom: the lowest virtual orbital of F\(_2\) then has an energy of only 0.004 hartree and a root-mean-square radius of 20 bohr. Equations (3) and (5) hold in any fixed basis, but their reading as charge transfer to A requires an acceptor orbital that stays on A.
